# The multiconfigurational one-parameter hybrid and hybrid pair-density theory for stretched H2

## The result

Let $T$, $V$ and $W$ be the kinetic, nuclear-attraction and electron-repulsion operators, $n$ the electron density, and $0<\lambda\le1$ a fixed number. The multiconfigurational one-parameter hybrid (MC1H) is

$$E=\min_\Psi\{\langle\Psi|T+V+\lambda W|\Psi\rangle+(1-\lambda)(E_H[n]+E_x[n])+(1-\lambda^2)E_c[n]\},\quad(1)$$

with $n=n_\Psi$. $E_H$, $E_x$ and $E_c$ are the Hartree, exchange and correlation functionals. The wavefunction carries a fraction $\lambda$ of the repulsion, and the density functionals carry the rest.

For stretched H$_2$, with PBE evaluated on the total density and $\lambda=0.25$, (1) keeps an error of about $1.6$ eV although its wavefunction separates correctly. Hybrid pair-density functional theory removes most of it, because the on-top pair density tells its functional that the two electrons have parted.

Atomic units are used in the algebra, electronvolts and ångströms for numbers. Wavefunctions are real, normalized and, for two electrons, singlets.

## Simple case: two sites

Two electrons occupy two equivalent sites with hopping $t>0$ and on-site repulsion $U$. The covalent singlet has one electron on each site; the even ionic singlet is the symmetric sum of the two doubly occupied states. In this basis

$$T+\lambda W=\begin{pmatrix}0&-2t\\-2t&\lambda U\end{pmatrix}.$$

The odd ionic singlet does not couple to these states and lies higher. At equal site occupations, the lowest value of $\langle T+\lambda W\rangle$ is therefore the lower root of $x^2-\lambda Ux-4t^2=0$:

$$F^\lambda=\tfrac12\left(\lambda U-\sqrt{\lambda^2U^2+16t^2}\right).$$

At $\lambda=0$ this is $-2t$, reached by the determinant with both electrons in the bonding orbital. That determinant is half ionic, so its repulsion is $U/2$. Correlation is what remains after subtracting the determinant's energy:

$$E_c^\lambda=F^\lambda+2t-\tfrac12\lambda U=2t-\tfrac12\sqrt{\lambda^2U^2+16t^2}.\quad(2)$$

For $\lambda U\ll t$, expanding the root gives $E_c^\lambda\simeq-\lambda^2U^2/(16t)$. For $\lambda U\gg t$, it gives $E_c^\lambda\simeq-\lambda U/2$. Weak correlation is quadratic in the coupling; strong static correlation is linear. A direct search at $\lambda=0.25$ gives $E_c^\lambda/E_c^1=0.0625$ for $U/t=0.1$ and $0.2493$ for $U/t=4000$, close to $\lambda^2$ and $\lambda$. The factor $1-\lambda^2$ in (1) thus belongs to the first regime.

## General case: dividing the energy

For any $N$-electron density, define

$$F^\lambda[n]=\min_{\Psi\to n}\langle\Psi|T+\lambda W|\Psi\rangle,\qquad \bar E^\lambda[n]=F^1[n]-F^\lambda[n],$$

where the search runs over antisymmetric wavefunctions with density $n$; the minima are assumed to exist. With external potential $v$, the ground-state energy is

$$E_0=\min_n\{F^1[n]+\textstyle\int vn\}=\min_n\{\min_{\Psi\to n}\langle T+\lambda W\rangle+\bar E^\lambda[n]+\int vn\}.$$

Within the inner search $\bar E^\lambda[n]$ and $\int vn$ are constants and can be moved inside. Searching at fixed density and then over densities is one search over all wavefunctions:

$$E_0=\min_\Psi\{\langle T+V+\lambda W\rangle+\bar E^\lambda[n_\Psi]\}.\quad(3)$$

This holds for every $\lambda$ in the stated range. The minimizing density is a ground-state density, but for $\lambda<1$ the minimizing wavefunction is in general not the physical one, since it feels the repulsion $\lambda W$.

The dimer tests this away from symmetry. Take $t=1$ eV, $U=6$ eV and a tilt term of $2$ eV times $(n_1-n_2)/2$. Diagonalization and minimization of (3) at $\lambda=0.25$ both give $-0.660117$ eV and $(n_1-n_2)/2=-0.05848$. The ionic weights differ: $0.1062$ in the physical state and $0.3286$ in the hybrid state. Energy and density are recovered; the pair distribution of $\Psi$ is not.

## What the complement contains

Let $\Phi$ be the Kohn–Sham determinant of $n$, which minimizes $\langle T\rangle$ at that density; a nondegenerate one is assumed. With $T_s=\langle\Phi|T|\Phi\rangle$ and $E_x=\langle\Phi|W|\Phi\rangle-E_H$,

$$F^\lambda=T_s+\lambda(E_H+E_x)+E_c^\lambda.\quad(4)$$

This defines $E_c^\lambda$, with $E_c^1=E_c$. Hartree and exchange are linear in $\lambda$ because $\Phi$ depends on the density and not on the coupling. Subtracting (4) from its value at $\lambda=1$ cancels $T_s$:

$$\bar E^\lambda=(1-\lambda)(E_H+E_x)+E_c-E_c^\lambda.\quad(5)$$

To express $E_c^\lambda$ through the ordinary functional, scale all coordinates:

$$\Psi_\gamma(\mathbf r_1,\ldots)=\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\ldots),\qquad n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r).$$

The prefactor keeps the norm. Two derivatives multiply $\langle T\rangle$ by $\gamma^2$, and the inverse distance multiplies $\langle W\rangle$ by $\gamma$. For $\gamma=1/\lambda$,

$$\langle T+W\rangle_{\Psi_{1/\lambda}}=\lambda^{-2}\langle T\rangle_\Psi+\lambda^{-1}\langle W\rangle_\Psi=\lambda^{-2}\langle T+\lambda W\rangle_\Psi.$$

Scaling maps the wavefunctions with density $n$ one-to-one onto those with density $n_{1/\lambda}$, so the minima correspond:

$$F^\lambda[n]=\lambda^2F^1[n_{1/\lambda}].\quad(6)$$

The determinant scales in the same way, so $\lambda^2T_s[n_{1/\lambda}]=T_s[n]$ and $\lambda^2(E_H+E_x)[n_{1/\lambda}]=\lambda(E_H+E_x)[n]$. Removing these parts from both sides of (6) leaves

$$E_c^\lambda[n]=\lambda^2E_c[n_{1/\lambda}].\quad(7)$$

A two-electron ion tests (6). With nuclear charge 1 and $\lambda=0.5$, scaling by $1/\lambda=2$ leads to charge 2 and full repulsion. Separate solutions in one fixed s-type basis give $26.297$ and $26.296$ eV for the two sides.

So far nothing has been approximated. MC1H now sets $E_c[n_{1/\lambda}]\approx E_c[n]$. Then (7) becomes $E_c^\lambda\approx\lambda^2E_c$, and (5) inserted into (3) gives (1).

The quadratic law can be understood at fixed density. Since $\Phi$ minimizes $\langle T\rangle$, a small change of the wavefunction of size $\eta$ that preserves the density costs kinetic energy of order $\eta^2$. It gains repulsion energy of order $\lambda\eta$. The best $\eta$ is of order $\lambda$, and the net gain is of order $\lambda^2$. This requires a finite kinetic cost. When bonding and antibonding orbitals become degenerate, the cost vanishes and the gain is linear, as in (2).

## The equations to be solved

Let $\bar E$ now denote the density-functional terms in (1), and $\bar v(\mathbf r)=\delta\bar E/\delta n(\mathbf r)$, assuming the derivative exists. Introduce a multiplier $\mathcal E$ for the norm. The change of $\bar E$ is $\int\bar v\,\delta n$, which is the change of the expectation value of $\sum_i\bar v(\mathbf r_i)$ at fixed $\bar v$. Stationarity therefore gives

$$\left(T+V+\lambda W+\sum_i\bar v(\mathbf r_i)\right)\Psi=\mathcal E\Psi.\quad(8)$$

The potential depends on $\Psi$ through $n$, so the equation is solved self-consistently. Taking its expectation value and comparing with (1) gives

$$E=\mathcal E+\bar E[n]-\int\bar v\,n.$$

For H$_2$, use one gerade orbital $g$ and one ungerade orbital $u$:

$$\psi(1,2)=c_1g(1)g(2)-c_2u(1)u(2),\qquad c_1^2+c_2^2=1.$$

Its density is $n=2c_1^2g^2+2c_2^2u^2$. Let $h$ be the kinetic plus nuclear-attraction operator of one electron, $f=h+\bar v$, $f_{gg}=\langle g|f|g\rangle$, $J_{gg}$ and $J_{uu}$ the Coulomb self-repulsions, and $K_{gu}$ the exchange integral. Before the density terms are added, the electronic energy is

$$2c_1^2h_{gg}+2c_2^2h_{uu}+\lambda(c_1^2J_{gg}+c_2^2J_{uu}-2c_1c_2K_{gu}).$$

Differentiating with respect to $c_1$ and $c_2$, including $\bar E[n]$, turns each $h$ into $f$. After division by two,

$$\begin{aligned}(2f_{gg}+\lambda J_{gg})c_1-\lambda K_{gu}c_2&=\mathcal Ec_1,\\(2f_{uu}+\lambda J_{uu})c_2-\lambda K_{gu}c_1&=\mathcal Ec_2.\end{aligned}\quad(9)$$

The orbitals vary too. With $(J_gg)(\mathbf r)=g(\mathbf r)\int g^2(\mathbf r')/|\mathbf r-\mathbf r'|\,d\mathbf r'$ and $(K_ug)(\mathbf r)=u(\mathbf r)\int u(\mathbf r')g(\mathbf r')/|\mathbf r-\mathbf r'|\,d\mathbf r'$, variation of $g$ at fixed norm gives

$$c_1^2(f+\lambda J_g)g-\lambda c_1c_2K_ug=\epsilon_gg.$$

The equation for $u$ follows by exchanging $g$ with $u$ and $c_1$ with $c_2$. Symmetry keeps the orbitals orthogonal. Equation (8) is then satisfied within this restricted family, not in the full two-electron space.

At $\lambda=1$ the density terms vanish, leaving the complete-active-space self-consistent field (CASSCF). At $\lambda=0$ the coupling in (9) vanishes; if $f_{gg}<f_{uu}$, the lowest state is $gg$ and its equations are those of Kohn–Sham theory. Independent solvers confirm both limits: $-28.7768$ eV for CASSCF at $1.5$ Å and $-31.7304$ eV for Kohn–Sham theory at $0.74$ Å, each agreeing with MC1H at the printed precision.

At $1.5$ Å and $\lambda=0.25$, the amplitudes of $gg$ and $uu$ are $0.9951$ and $-0.0992$. Diagonalizing the matrix of (9) separately returns the same vector. In the cc-pVTZ basis its eigenvalue is $-21.771$ eV, while the electronic energy is $-38.341$ eV (cc-pVQZ lowers these by $0.019$ and $0.010$ eV); the two differ by $\bar E-\int\bar vn=-16.570$ eV.

## The long-bond limit of MC1H

Let $a$ and $b$ be atomic orbitals on the two nuclei. At large distance $R$, $g=(a+b)/\sqrt2$ and $u=(a-b)/\sqrt2$, so

$$\psi=\frac{c_1-c_2}{2}(aa+bb)+\frac{c_1+c_2}{2}(ab+ba),$$

$$n=a^2+b^2+2(c_1^2-c_2^2)ab\to a^2+b^2.$$

The density no longer depends on the coefficients, and the hopping energy vanishes. For any fixed $\lambda>0$, $\lambda W$ then removes the ionic part, so $c_1=c_2$: this is the Heitler–London state.

The long-range Coulomb terms, in units of $1/R$, are $+1$ from the nuclei, $-2$ in total from the attraction of the two electrons to the opposite nuclei, $+\lambda$ from the wavefunction, and $+(1-\lambda)$ from the Hartree functional. Their sum is zero. With a semilocal functional, which adds over separated atoms, there remains

$$E_\infty=2\min_\varphi\{h_\varphi+(1-\lambda)(E_H+E_x^{0})+(1-\lambda^2)E_c^{0}\},\quad(10)$$

where $n=\varphi^2$, $h_\varphi$ is the one-electron energy on one atom, and the superscript is the spin polarization $\zeta=(n_\alpha-n_\beta)/n$. The functional sees each atom as half an electron of each spin. A real hydrogen atom has one electron of one spin and no self-repulsion. Per atom, the density terms of (10) equal $(1-\lambda)(E_H+E_x^0+E_c^0)+(\lambda-\lambda^2)E_c^0$. The first part is $1-\lambda$ times the error of the functional for the unpolarized atom, which for PBE is almost wholly fractional-spin error, since the polarized atom is nearly exact; the second comes from the weight $1-\lambda^2$. For PBE the first part dominates, as the numbers below show.

With the PBE functional and the unrelaxed hydrogen orbital, one atom has $E_H=8.504$, $E_x^0=-6.911$ and $E_c^0=-0.406$ eV. For $\lambda=0.25$ the error for two atoms is

$$2[0.75(8.504-6.911)+0.9375(-0.406)]\approx1.63\ \text{eV}.$$

Relaxing the orbital lowers this to $1.566$ eV in the cc-pVTZ basis; a nearly complete s basis gives $1.557$ eV. The molecular calculation at $8$ Å gives the same value, a test of (10) that includes the cancellation of the long-range terms.

The exact functionals show what is missing. For two electrons in $g$, exact exchange is $-E_H/2$. Apart from terms that vanish with $1/R$, the molecular Hartree energy is $2\times8.504$ eV, so exact exchange is $-8.504$ eV. The Heitler–London state has no on-site repulsion, and its kinetic energy equals $T_s$ in this limit. Exact correlation must therefore cancel the remaining $8.504$ eV. At coupling $\lambda$ the same argument gives $E_c^\lambda=\lambda E_c$: the exact complement has the weight $1-\lambda$ and cancels the on-site Hartree and exchange terms.

Exact exchange and correlation together are thus $-17.01$ eV, while PBE gives $2(-6.911-0.406)=-14.63$ eV. PBE exchange is much deeper than exact exchange and supplies part of the static correlation, but the sum is still too weak. Replacing $1-\lambda^2$ by $1-\lambda$ in (10) without changing the functional would raise the energy, because $E_c^0$ is negative. The correct exact weight does not repair an approximate functional.

Increasing $\lambda$ reduces the functional's share. The atomic-limit error in cc-pVTZ is $2.255$ eV at $\lambda=0$, $0.958$ eV at $0.5$, and $0.435$ eV at $0.75$; a nearly complete s basis lowers the first two to $2.235$ and $0.955$ eV and changes the last by less than $0.001$ eV.

## Giving the functional the pair density

For a two-electron singlet, let the on-top pair density be $\Pi(\mathbf r)=|\psi(\mathbf r,\mathbf r)|^2$. One electron of each spin in a single determinant gives

$$\Pi=n_\alpha n_\beta=\frac{n^2}{4}(1-\zeta^2).$$

Solving for $\zeta$ suggests an effective polarization for a correlated state:

$$\mathcal R=\frac{4\Pi}{n^2},\qquad \zeta_t=\begin{cases}\sqrt{1-\mathcal R},&\mathcal R\le1,\\0,&\mathcal R>1.\end{cases}\quad(11)$$

Translated PBE (tPBE) inserts the spin densities $n(1\pm\zeta_t)/2$ into PBE and takes their gradients as $(1\pm\zeta_t)\nabla n/2$, neglecting $\nabla\zeta_t$. Call the resulting on-top energy $E_{ot}[n,\Pi]$. Hybrid pair-density theory evaluates, on a CASSCF wavefunction,

$$E_{hyb}=\lambda E_{CAS}+(1-\lambda)\{\langle T+V\rangle+E_H[n]+E_{ot}[n,\Pi]\}.\quad(12)$$

Since $E_{CAS}=\langle T+V+W\rangle$, this is also

$$E_{hyb}=\langle T+V+\lambda W\rangle+(1-\lambda)(E_H+E_{ot}).\quad(13)$$

Equation (13) resembles (1), with three differences. The wavefunction was optimized with the full repulsion and without the functional; correlation has the weight $1-\lambda$; and the functional receives $\Pi$. The mixed energy has not been made stationary.

Two limits show what (11) does. For the determinant $gg$, $\Pi=g^4$ and $n=2g^2$, so $\mathcal R=1$ and $\zeta_t=0$: ordinary PBE is recovered. For the Heitler–London state, $\psi(\mathbf r,\mathbf r)=\sqrt2\,ab$. Near the first nucleus $n\simeq a^2$, hence $\mathcal R\simeq8b^2/a^2\to0$ and $\zeta_t\to1$. The molecule remains a singlet, but each atom is treated as spin-polarized. The limit is

$$E_{hyb,\infty}=2\{E_{at}+(1-\lambda)(E_H+E_x^1+E_c^1)\},$$

where $E_{at}$ is the one-electron energy of hydrogen. The printed atomic values give an error of $2\times0.75(8.504-8.325-0.163)\approx0.02$ eV; the unrounded result in cc-pVTZ is $0.025$ eV, and H$_2$ at $8$ Å agrees; the exact hydrogen orbital gives $0.024$ eV. What remains is $1-\lambda$ times the PBE error of two polarized hydrogen atoms, taken with the unrelaxed orbital.

The translation also acts at short distance. For small $c_2$ and away from zeros of $g$,

$$\mathcal R=\frac{(c_1g^2-c_2u^2)^2}{(c_1^2g^2+c_2^2u^2)^2}\simeq1-2c_2\frac{u^2}{g^2},\qquad \zeta_t\simeq\sqrt{2c_2}\left|\frac ug\right|.$$

The square root makes a small admixture visible. At $0.74$ Å the $\sigma_u$ occupation is $2c_2^2=0.0240$, so $c_2\approx0.11$ and $\sqrt{2c_2}\approx0.47$. The density-weighted mean of $\zeta_t$ is $0.394$ in cc-pVTZ and $0.395$ in cc-pVQZ. On the midplane $u=0$ and $\mathcal R=1/c_1^2>1$, which is why (11) needs its second branch.

## The two methods along the H$_2$ curve

Both hybrids use $\lambda=0.25$, the cc-pVTZ basis and the two orbitals $\sigma_g$ and $\sigma_u$. The reference is full configuration interaction in the same basis; it is not corrected for basis-set incompleteness or nuclear motion. Errors relative to it are, in eV:

| $R$ (Å) | MC1H | hybrid tPBE |
|---:|---:|---:|
| 0.74 | 0.146 | 0.187 |
| 1.50 | 0.271 | 0.028 |
| 2.50 | 1.186 | 0.051 |
| 4.00 | 1.557 | 0.028 |
| 8.00 | 1.566 | 0.025 |

These errors are not converged with basis to the digits shown, because the reference gains more from a larger basis than the hybrids do. In cc-pVQZ the pairs become $0.173$ and $0.214$ eV at $0.74$ Å, $0.297$ and $0.055$ eV at $1.5$ Å, and $1.188$ and $0.058$ eV at $2.5$ Å; the ordering of the two methods at these distances is unchanged.

At $0.74$ Å MC1H is slightly closer. There CASSCF lacks $0.570$ eV of the reference binding ($0.594$ eV in cc-pVQZ), and both functionals supply much of it. From $1.5$ Å outward hybrid tPBE is closer. Measured from its own separated limit, MC1H binds by $4.554+1.566=6.120$ eV at $0.74$ Å, against $4.700$ eV in the reference. Its good energy near the minimum therefore does not imply a good dissociation energy.

The MC1H wavefunction is also less correlated. Equation (9) gives, for small $c_2$,

$$\frac{c_2}{c_1}\simeq\frac{\lambda K_{gu}}{2f_{uu}+\lambda J_{uu}-2f_{gg}-\lambda J_{gg}}.$$

If the denominator and orbitals changed little, $c_2$ would be $0.25$ times its CASSCF value. The occupations at $0.74$ Å, $0.0017$ and $0.0240$, give a ratio $\sqrt{0.0017/0.0240}\approx0.27$.

At long distance the dimer gives a second estimate. Write its state as $\cos\chi$ times the covalent plus $\sin\chi$ times the ionic singlet. Its matrix gives $\tan2\chi=4t/(\lambda U)$. Comparison with the expansion in $a$ and $b$ gives $c_2=(\cos\chi-\sin\chi)/\sqrt2$, so the $\sigma_u$ occupation is $1-\sin2\chi\simeq1-4t/(\lambda U)$. If $t$ and $U$ were the same in both methods, an assumption not tested here, the deviation from one would be about four times larger in MC1H than in CASSCF. At $4$ Å the deviations are $0.1194$ and $0.0326$, a ratio of $3.7$. Even so, most of the MC1H energy error at this distance comes from the functional, as a division of the difference shows.

Start from MC1H, insert the CASSCF wavefunction, change the correlation weight, and finally translate the polarization:

$$\begin{aligned}E_{hyb}-E_{MC1H}={}&\Delta_{relax}-(\lambda-\lambda^2)E_c[n,0]\\&+(1-\lambda)\{E_{ot}[n,\Pi]-E_x[n,0]-E_c[n,0]\}.\end{aligned}$$

All densities on the right are those of CASSCF, and the zero means $\zeta=0$. $\Delta_{relax}$ is nonnegative because MC1H minimizes its functional over the same family of wavefunctions. The division depends on the chosen order, but its sum does not.

At $8$ Å the three terms are $0.062$, $0.152$ and $-1.756$ eV. The atomic values explain the last two: $0.1875\times2\times0.406=0.152$ eV and $0.75\times2[(-8.325-0.163)-(-6.911-0.406)]\approx-1.756$ eV. The translated polarization accounts for the improvement; the other two changes raise the energy. At $0.74$ Å the terms are $0.263$, $0.223$ and $-0.445$ eV, and they nearly cancel.

Restoring the density scaling of (7) does not help at long distance. At fixed MC1H density it raises the energy by $0.013$ eV at $0.74$ Å and $0.006$ eV at $8$ Å. Equation (7) is exact, but unpolarized PBE does not contain the static correlation that would make its scaled value linear in $\lambda$. The exact functionals alone would not cure (1) either: with the exact $E_H+E_x=8.504$ eV and $E_c=-8.504$ eV found above, its density terms give $-\lambda(1-\lambda)\times8.504\approx-1.59$ eV at the atomic density. For this bond, a larger $\lambda$ shrinks the PBE error of MC1H ($0.435$ eV remains at $\lambda=0.75$), and exact functionals used together with the scaling (7) would remove it at any fixed $\lambda$, whereas hybrid tPBE draws the missing information from $\Pi$. The remaining values are in the numerical output.

## Computed values

```
Dimer t, U, tilt (eV): 1.0 6.0 2.0; lambda = 0.25
Dimer energy, diagonalization / hybrid (eV): -0.660117 -0.660117
Dimer (n1-n2)/2, exact / hybrid: -0.05848 -0.05848
Dimer ionic weight, exact / hybrid: 0.1062 0.3286
E_c(lambda)/E_c at U/t=0.1 and 4000: 0.0625 0.2493
Scaling law, lambda=0.5, two sides (eV): 26.297 26.296
H atom energy in cc-pVTZ (eV): -13.601
H atom Hartree energy (eV): 8.504
H atom PBE exchange, zeta=0 / 1 (eV): -6.911 -8.325
H atom PBE correlation, zeta=0 / 1 (eV): -0.406 -0.163
H2 energies relative to two H atoms (eV), lambda = 0.25 in both hybrids
R(angstrom)  full CI   CASSCF     MC1H     tPBE   hybrid tPBE
    0.74     -4.700   -4.130   -4.554   -4.641   -4.513
    1.50     -1.811   -1.576   -1.540   -1.852   -1.783
    2.50     -0.138   -0.120    1.048   -0.076   -0.087
    4.00     -0.002   -0.001    1.555    0.035    0.026
    8.00     -0.000   -0.000    1.566    0.033    0.025
R(angstrom)  sigma_u occupation CASSCF / MC1H   mean zeta_t
    0.74     0.0240   0.0017   0.3937
    1.50     0.1886   0.0197   0.6724
    2.50     0.6987   0.2624   0.9320
    4.00     0.9674   0.8806   0.9951
    8.00     1.0000   0.9999   1.0000
hybrid tPBE minus MC1H (eV): relaxation, correlation weight, translation
    0.74      0.263    0.223   -0.445
    1.50      0.540    0.190   -0.973
    2.50      0.312    0.156   -1.603
    4.00      0.068    0.152   -1.750
    8.00      0.062    0.152   -1.756
Change of MC1H energy if correlation density is scaled, fixed n (eV)
    0.74      0.013
    1.50      0.013
    2.50      0.007
    4.00      0.006
    8.00      0.006
lambda=0 limit, 0.74 angstrom, MC1H / Kohn-Sham (eV): -31.7304 -31.7304
lambda=1 limit, 1.5 angstrom, MC1H / CASSCF (eV): -28.7768 -28.7768
MC1H coefficients at 1.5 angstrom, gg and uu: 0.9951 -0.0992
MC1H eigenvalue / electronic energy, 1.5 angstrom (eV): -21.771 -38.341
MC1H limit, two atoms / H2 at 8 angstrom (eV): 1.566 1.566
Hybrid tPBE limit, two atoms / H2 at 8 angstrom (eV): 0.025 0.025
MC1H atomic-limit error at lambda=0.00 (eV): 2.255
MC1H atomic-limit error at lambda=0.50 (eV): 0.958
MC1H atomic-limit error at lambda=0.75 (eV): 0.435
```
